Zero-energy states from a missing site in a diamond lattice

**Q:** You claim that taking one site out of a diamond lattice leaves a state at zero energy. Zero relative to what, and in which model? Silicon has several orbitals per atom and no reason to respect a round number.

**A:** The claim concerns a model with one orbital per site. The lattice is finite, with N sites on sublattice A and N on sublattice B. All on-site energies are equal, and that common value is the zero of energy. An electron hops only between nearest neighbours, and in diamond every nearest neighbour of an A site is a B site. The edges may be open or joined periodically, and the hopping may differ from bond to bond. Electrons do not interact, and I count states for one spin direction. Removing a site means deleting its orbital and its bonds, with everything else unchanged.

List the A amplitudes first and the B amplitudes second. The Hamiltonian is then

H = [[0, T], [T†, 0]],

where T is an N×N matrix whose element T_ij is the hopping amplitude between A site i and B site j. The diagonal blocks vanish because the on-site energies are zero and no bond joins two sites of one sublattice. The equation Hψ = Eψ reads

T ψ_B = E ψ_A,
T† ψ_A = E ψ_B.

**Q:** Those equations couple the two sublattices. How can a state live on one of them?

**A:** They couple through E. At E = 0 they become

T ψ_B = 0,
T† ψ_A = 0,

and the first contains B amplitudes alone, the second A amplitudes alone. Any nonzero solution of the first, completed by ψ_A = 0, is an eigenstate with energy zero and all its weight on B.

Each row of Tψ_B = 0 belongs to one A site. It says that the amplitudes on the neighbouring B sites, weighted by the hoppings, cancel there. The B wave is silent on every A site, so nothing drives an amplitude on A.

**Q:** With N equations for N unknowns there may be no solution but zero.

**A:** True for the intact lattice. Now remove an A site, called site 0. Its row disappears from T, leaving a matrix T′ with N−1 rows and N columns:

T′ ψ_B = 0: N−1 equations, N unknowns.

No B site was lost, so no unknown was lost. Such a system has a nonzero solution, by elimination. Take an equation with a nonzero coefficient, solve it for that unknown, and substitute the result into the others. This uses up one equation and one unknown. Repeat until the remaining equations are all of the form 0 = 0 or none remain. At most N−1 unknowns have been fixed in terms of the others, so at least one is free. Set it to 1. The right-hand sides were all zero, so no contradiction can arise, and the solution is not zero.

The vector (0, ψ_B) is therefore an eigenstate of the damaged lattice with E = 0, living on the sublattice opposite to the missing site. Exchanging the names A and B gives the result for a missing B site.

**Q:** That is short enough to make me suspicious. Show me a case I can do by hand.

**A:** Take a six-membered ring, which is a piece of the diamond lattice with three A and three B sites. Let each hopping element be −t with t = 2 eV. The intact ring has levels −4, −2, −2, 2, 2 and 4 eV, none at zero. Remove one A site. What remains is the chain

B₁ – A₁ – B₂ – A₂ – B₃.

The conditions at A₁ and A₂ are

−t(ψ₁ + ψ₂) = 0, so ψ₂ = −ψ₁,
−t(ψ₂ + ψ₃) = 0, so ψ₃ = −ψ₂ = ψ₁.

The normalized state is (1, −1, 1)/√3 on the three B sites, with amplitudes of magnitude 0.577. Diagonalizing the chain gives −3.464, −2, 0, 2 and 3.464 eV, with these amplitudes at zero.

If B₁ is removed as well, the chain A₁ – B₂ – A₂ – B₃ remains. The condition at A₁ gives ψ₂ = 0, and the one at A₂ then gives ψ₃ = 0. The same argument from the other end removes the A amplitudes. There is no zero mode: what guarantees one is the imbalance between the sublattices, not the damage itself.

**Q:** You have shown that a state exists. The usual wording is that the vacancy creates it. Is that the same thing?

**A:** No, and the stronger wording needs a condition. Let r be the rank of T, the number of its independent rows. The intact lattice has

n_A = n_B = N − r

zero modes on each sublattice. Deleting row 0 leaves the rank at r if that row was a combination of the others, and lowers it to r−1 if it was not.

Row 0 is such a combination precisely when there are numbers c_i, with c₀ ≠ 0, for which

Σ_i c_i T_ij = 0 for every j,

since one can divide by c₀ and solve for row 0. With c_i = ψ_i*, the complex conjugate of this condition is T†ψ_A = 0. So row 0 is dependent exactly when some A zero mode of the intact lattice has a nonzero amplitude on site 0. Two cases follow, with primes for the damaged lattice.

Some A zero mode touches site 0: the rank stays r, and

n_B′ = N − r = n_B,
n_A′ = (N−1) − r = n_A − 1.

No A zero mode touches site 0: the rank becomes r−1, and

n_B′ = N − (r−1) = n_B + 1,
n_A′ = (N−1) − (r−1) = n_A.

In both cases n_B′ − n_A′ = 1, so n_B′ is at least 1. In the second case the vacancy adds a B zero mode. In the first it adds none: it destroys an A zero mode, and the B modes were there already.

**Q:** Does the first case ever happen in diamond, or is it a lawyer's exception?

**A:** It happens in an ordinary periodic block. Build the crystal from primitive cells, each with one A and one B site. With cubic lattice constant a, put the B site at (a/4)(1, 1, 1) from its A site, and take

a₁ = (a/2)(0, 1, 1), a₂ = (a/2)(1, 0, 1), a₃ = (a/2)(1, 1, 0).

The four neighbours of the A site in cell R are then the B sites in cells R, R−a₁, R−a₂ and R−a₃. For instance, (a/4)(1, 1, 1) − a₁ = (a/4)(1, −1, −1), which is a bond vector.

Take L cells along each direction, with periodic edges and equal hoppings −t. Label a cell by integers n = (n₁, n₂, n₃) and try the wave ψ_B(n) = exp(iθ·n), where θ_j = 2πm_j/L with integer m_j. Moving back by a_j multiplies it by exp(−iθ_j), so

(Tψ_B)(n) = −t f ψ_B(n),
f = 1 + e^(−iθ₁) + e^(−iθ₂) + e^(−iθ₃).

Zero modes of the intact block need f = 0, a vanishing sum of four numbers of modulus 1. Call them z₁ to z₄, so that z₁ + z₂ = −z₃ − z₄ = S. If S ≠ 0, two unit numbers with sum S must lie symmetrically about its direction, at an angle whose cosine is |S|/2. The pair is thus fixed apart from order, and z₁, z₂ are the same pair as −z₃, −z₄. If S = 0, then z₁ = −z₂ and z₃ = −z₄. Either way the four numbers form opposite pairs.

The number 1 in f therefore needs a partner −1, so some θ_j must equal π, which means 2m_j = L. For odd L this is impossible: T is invertible and the vacancy creates exactly one zero mode. For even L it can happen. At L = 4 one θ_j must be π and the other two must differ by π. That gives 3 × 4 = 12 choices, but the three points with two angles equal to π and one equal to 0 have been counted twice, leaving 9. The same waves placed on A obey T†ψ_A = −t f* ψ_A, because a B site is bonded to the A sites in its own cell and one step forward along each direction. They are zero modes under the same condition f = 0, and each has the same modulus on all A sites, so every A site is touched.

The ranks computed for each possible A vacancy agree. The 128-site block with L = 4 starts with n_A = n_B = 9 and gains no B mode for any of its 64 A sites. The 54-site block with L = 3 starts with none and gains one for each of its 27 A sites. An open cube of 64 sites also starts with none, and gains one for each of its 32 A sites.

**Q:** Suppose T is invertible. Can you write the state down, or merely promise it?

**A:** Let e₀ be the vector with 1 on the removed A site and 0 on the other A sites. The equations T′ψ_B = 0 say that Tψ_B vanishes on every A site except possibly site 0. Hence Tψ_B = c e₀ for some number c, and

ψ_B = c T⁻¹ e₀.

Normalization fixes c up to a phase, so the state is unique. It is the response of the intact lattice, at zero energy, to a source on the site that was removed.

**Q:** Then surely it sits around the vacancy, as a dangling bond should.

**A:** The theorem does not say so, and an open block shows how wrong the guess can be. Use the same cells with open edges, so that bonds leading out of the block are absent. Order the cells by n₁ + n₂ + n₃. The A site in cell n couples to the B site of its own cell and otherwise to cells with a smaller sum. T is therefore triangular with −t all along its diagonal, and such a matrix is invertible.

Put the vacancy in cell n₀ and set ψ_B(n₀) = 1. At every other cell the surviving A site demands

ψ_B(n) = −ψ_B(n−1₁) − ψ_B(n−1₂) − ψ_B(n−1₃),

where n−1_j means one step back along direction j. Starting from n₀, each forward step contributes a factor −1, and the amplitude adds up all ordered paths. There are (i+j+k)!/(i! j! k!) orders in which to take i, j and k steps in the three directions, so

ψ_B(n₀ + (i, j, k)) = (−1)^(i+j+k) (i+j+k)!/(i! j! k!),

and zero in cells that forward steps cannot reach.

Take L = 4, with cells numbered from 0 to 3 and the vacancy in cell (1, 1, 1). The far corner is two steps away in each direction, and its amplitude is 6!/(2! 2! 2!) = 720/8 = 90. The squares of all the amplitudes add up to 11449. The corner site holds 90²/11449 = 0.707 of the weight. Of the vacancy's four neighbours, the one in its own cell has amplitude 1 and the other three have 0, so together they hold 1/11449 = 8.7 × 10⁻⁵. Diagonalization gives the same weights. This zero mode lives mostly on the opposite corner of the block.

**Q:** How can removing a site in the middle put a state at a far corner?

**A:** The intact block already had a state that nearly qualified. Let φ be the vector above before normalization. It obeys Tφ = −t e₀, so ‖Tφ‖ = t, while ‖φ‖ = √11449 = 107. Combining the two eigenvalue equations gives T†Tψ_B = E²ψ_B, so the squares of the energies are the eigenvalues of T†T. The lowest of them cannot exceed the average of T†T in the state φ:

E²_min ≤ ‖Tφ‖²/‖φ‖² = (t/107)².

The intact block thus has a pair of levels ±E with |E| at most 2 eV/107 = 0.019 eV. The pairing holds because changing the sign of ψ_A changes the sign of E. The vacancy supplies a state at exactly zero where the intact block had states close to it.

**Q:** Give me a case without edges, then. Is the state at least near the vacancy there?

**A:** Take the periodic block with L = 7 and the silicon geometry. The lattice constant is 0.54 nm and the hopping magnitude 2 eV, both rough. There are 2 × 7³ = 686 sites, and 685 after removal. The intact levels run from −8 to 8 eV, the closest to zero having |E| = 0.396 eV. After removal one level lies at zero within rounding, with all its weight on B.

The next level still has |E| = 0.396 eV. The intact block has several Bloch states at that energy, and one can combine two of them so that the amplitude on the removed site vanishes. Such a combination does not notice the removal.

The weight w on the four neighbours has a closed form. Normalize the source so that Tφ = e₀. With N = L³,

e₀(n) = (1/N) Σ_θ e^(iθ·n),

and dividing each wave by its factor −tf gives

φ(n) = −(1/(tN)) Σ_θ e^(iθ·n)/f(θ).

In Σ_n |φ(n)|² the cross terms between different θ cancel and each equal pair contributes N, so

Σ_n |φ(n)|² = (1/(t²N²)) · N · Σ_θ 1/|f|² = M/t²,

where M is the average of 1/|f|² over the N allowed θ. At the vacancy Tφ = e₀ requires −t times the sum over the four neighbours to be 1. The tetrahedral rotations and reflections about the vacancy carry the block into itself and permute these neighbours, and φ is unique, so the four amplitudes are equal, each −1/(4t). Therefore

w = 4 · (1/(16t²)) / (M/t²) = 1/(4M).

For L = 7 this gives w = 0.165, and so does diagonalization. The next shells of B sites, at 0.45, 0.59 and 0.70 nm, hold 0.091, 0.010 and 0.156. The largest amplitude per site among these shells is on the neighbours, yet they hold only a sixth of the total.

**Q:** A bound state would keep its weight as the block grows. Does this one?

**A:** No. From L = 5 through 15 and 31 to 61, w falls from 0.240 through 0.076 and 0.038 to 0.020. That it must tend to zero for odd L can be proved from a single term of M. Let δ = π/L and choose θ₁ = π+δ, θ₂ = 0, θ₃ = π−δ. These are allowed, since π ± π/L = 2π(L±1)/(2L) and L±1 is even. Then

f = 1 − e^(−iδ) + 1 − e^(iδ) = 2 − 2cos δ = 4 sin²(δ/2) ≤ δ².

All terms in M are positive, so M is at least this one term divided by L³:

M ≥ 1/(L³δ⁴) = L/π⁴, hence w ≤ π⁴/(4L).

This is an upper bound, far above the computed values, but it forces w to zero. The infinite one-orbital crystal has band states at E = 0, where f vanishes, and as L grows the allowed waves come so close to them that M grows without limit. If |f| stayed above some f₀ > 0, as it would with a gap around zero, M could not exceed 1/f₀² and w could not fall below f₀²/4. For L = 7 the same point gives t|f| = 2 eV × 0.198 = 0.396 eV, the intact level quoted above.

**Q:** Real atoms around a vacancy move. That must ruin the zero.

**A:** It depends on what the movement changes. Unequal nearest-neighbour hoppings alter the numbers in T′ but not its shape, so the counting argument stands. With hoppings drawn at random between 1.5 and 2.5 eV in a block with L = 5, the level remained at zero to within 10⁻¹⁰ eV, while the next lay at 0.53 eV.

What can move the level is a term inside the B diagonal block. A term in the A block alone cannot, because it acts on ψ_A = 0. A simple case is an offset +Δ on A and −Δ on B, as in a compound such as SiC, where the sublattices carry different atoms. Acting on (0, ψ_B), the hopping still gives zero and the offset gives −Δ, so the level sits at −Δ exactly and stays on B. For Δ = 1 eV the computed level is −1.000 eV. With equal hoppings the intact levels are now ±√(Δ² + t²|f|²), so −Δ is the top of the lower band of the infinite crystal. The state is the same vector as before, at the band edge rather than inside the gap between −Δ and +Δ, and its weight on the neighbours still falls as the block grows. It says nothing about where vacancy levels lie in real SiC.

**Q:** And hopping to second neighbours? That joins B to B directly.

**A:** It shifts the level, and the first-order shift can be found in closed form. Let the second-neighbour element be t₂ and write T = −tS, so that S has entries 1 for bonds and 0 otherwise. The matrix S†S counts two-step paths from B through A to B. Each B site returns to itself by 4 paths and reaches each second neighbour by one, so the added block on B is

V = t₂(S†S − 4).

For a normalized zero mode the average is t₂(‖Sψ_B‖² − 4). The vector Sψ_B vanishes except at the missing site, where it adds four equal amplitudes of modulus √(w/4). Its modulus there is 4 · √w/2 = 2√w, and

⟨V⟩ = −4t₂ + 4w t₂.

The first term is the energy to which the infinite crystal's f = 0 states move. Relative to it, t₂ = 0.1 eV gives 4 × 0.165 × 0.1 = 0.066 eV. Full diagonalization for L = 7 gives 0.0655 eV.

A potential U on the four neighbours, whose surroundings have changed, shifts the level by wU to first order. For U = 0.5 eV that is 0.083 eV, against 0.081 eV from diagonalization.

**Q:** You still have one orbital per atom. What is left of this for a silicon vacancy?

**A:** The counting survives in a changed form; the single state does not. With one s and three p orbitals per atom, T consists of 4×4 blocks, and removing an atom deletes four rows. If s and p had equal energies, there would be at least four zero modes on B, one for each deleted orbital. A periodic block of 249 atoms with rough silicon-like hoppings has exactly four, and none on A.

Real s and p levels differ by several eV, which breaks the assumption of equal on-site energies. With a rough splitting of 7 eV, and energies measured from the mean orbital energy, the four levels lie at 0.11 eV (one) and 0.19 eV (three). They fall between the highest filled level of the intact block, at −1.32 eV, and its lowest empty one, at 2.57 eV. In much larger blocks of the same model the four levels settle at 0.14 eV (one) and 0.18 eV (three), so the size of this block displaces them by up to 0.03 eV. Their distance from zero is small compared with the splitting; I have no derivation of that smallness. The gap is 3.9 eV in this block and still 3.8 eV in much larger ones. That is a fault of the rough model, since silicon's gap is roughly 1.1 eV, so these positions should not be read as silicon's defect levels.

Electron repulsion is also missing. Two charges 0.38 nm apart, the distance between two neighbours of the vacancy, have an energy of about 0.3 eV if screened by a permittivity of 12, itself a crude assumption at such a distance. That exceeds the shifts of 0.11 and 0.19 eV, and is well above the thermal energy of 0.026 eV at 300 K. The neutral vacancy in silicon also distorts, its neighbours drawing together in pairs, which adds coupling within one sublattice. A quantitative level needs a calculation with relaxation and interactions. The theorem supplies the count from which such a calculation departs: one unmatched orbital in the one-orbital model, four in the model with s and p. The numerical output below lists the computer results quoted here, except those for the larger blocks with s and p orbitals.

Computed values

```
Hopping magnitude 2.0 eV, lattice constant 0.54 nm (rough)
Ring levels, 6 sites (eV): -4.000 -2.000 -2.000 2.000 2.000 4.000
Ring levels, 5 sites (eV): -3.464 -2.000 0.000 2.000 3.464
Ring zero mode on B: 0.5774 -0.5774 0.5774
periodic L=3: 54 sites, intact n_A=0 n_B=0, new B mode for 27 of 27 A sites
periodic L=4: 128 sites, intact n_A=9 n_B=9, new B mode for 0 of 64 A sites
open cube: 64 sites, intact n_A=0 n_B=0, new B mode for 32 of 32 A sites
Open block, 128 sites: largest amplitude / amplitude at vacancy = 90.0
Open block: weight on the four vacancy neighbours 8.73e-05, on the far corner site 0.707
Periodic L=7: 686 sites before, 685 after removal
Intact: smallest |E| = 0.3961 eV, band from -8.00 to 8.00 eV
Vacancy: smallest |E| below 1e-10 eV: True, next |E| = 0.3961 eV
Zero mode weight on B = 1.000000, on A below 1e-18: True
Weight w on four neighbours: diagonalization 0.16501, Bloch sum 0.16501
  B shell at 0.234 nm: 4 sites, total weight 0.16501
  B shell at 0.448 nm: 12 sites, total weight 0.09079
  B shell at 0.588 nm: 12 sites, total weight 0.01020
  B shell at 0.701 nm: 16 sites, total weight 0.15634
  w from the Bloch sum, L=5: 0.24026
  w from the Bloch sum, L=15: 0.07574
  w from the Bloch sum, L=31: 0.03757
  w from the Bloch sum, L=61: 0.01972
Random bonds 1.5 to 2.5 eV, L=5: |E| below 1e-10 eV: True, next |E| = 0.5304 eV
Second-neighbour hopping 0.1 eV: band centre -0.40 eV, level -0.3345 eV
  level minus band centre: 0.0655 eV, first order 0.0660 eV, overlap 0.985
Potential 0.5 eV on the four neighbours: level 0.0806 eV, first order 0.0825 eV, overlap 0.976
Offset +1.0 eV on A, -1.0 eV on B: level -1.0000 eV, overlap 1.0000
Screened Coulomb energy (permittivity 12) at 0.382 nm: 0.314 eV
Thermal energy at 300 K: 0.0259 eV
sp3 hoppings ss, sp, pp-sigma, pp-pi (eV): -2.0 2.5 4.5 -1.1
sp3, 249 atoms, equal s and p energies: 4 zero modes on B, 0 on A
sp3, s-p splitting 7.0 eV, energies from the mean orbital energy:
  intact: highest filled -1.317 eV, lowest empty 2.567 eV
  vacancy levels 497 to 501 (eV): 0.112 0.192 0.192 0.192 2.567
  vacancy: smallest |E| = 0.112 eV
```
